# Comment on the claim that a global hybrid removes self-interaction: a numerical check

```python
"""Self-interaction left in a global hybrid, tested on one-electron systems.

Result under test, for a fixed one-electron density n:
    D_a = (1-a)*X + E_c,    X = E_H + E_x(semilocal)
a   : fraction of exact exchange       E_H : Hartree energy of n
E_c : semilocal correlation energy     D_a : spurious energy, zero if exact
The reference is the one-electron Hamiltonian in the same Gaussian basis.
Internal energies are in hartree and lengths in bohr; output is in eV, angstrom.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from pyscf import gto, scf, dft

EV = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
C_X = 0.75 * (3 / np.pi) ** (1 / 3)

BASIS = {"H": [[0, [0.05 * 2.4 ** k, 1.0]] for k in range(11)]
         + [[1, [z, 1.0]] for z in (0.15, 0.45, 1.35)]
         + [[2, [0.6, 1.0]]]}


def hybrid_name(a):
    """PBE-based global hybrid with fraction a of exact exchange."""
    return f"{a:.4f}*HF + {1 - a:.4f}*PBE, PBE"


class OneElectron:
    """Hydrogen atom (distance None) or gerade H2+ at a distance in bohr."""

    def __init__(self, distance=None):
        if distance is None:
            self.mol = gto.M(atom="H 0 0 0", basis=BASIS, spin=1,
                             unit="Bohr", verbose=0)
            space = np.eye(self.mol.nao_nr())
        else:
            atoms = [("H", (0, 0, -distance / 2)), ("H", (0, 0, distance / 2))]
            self.mol = gto.M(atom=atoms, basis=BASIS, spin=1, charge=1,
                             unit="Bohr", symmetry=True, verbose=0)
            space = self.mol.symm_orb[self.mol.irrep_name.index("A1g")]
        self.is_ion = distance is not None
        core = scf.hf.get_hcore(self.mol)
        overlap = self.mol.intor("int1e_ovlp")
        levels, vectors = eigh(space.T @ core @ space,
                               space.T @ overlap @ space)
        orbital = space @ vectors[:, 0]
        up = np.outer(orbital, orbital)
        self.density = np.array([up, np.zeros_like(up)])
        self.energy = levels[0] + self.mol.energy_nuc()
        self.grids = dft.gen_grid.Grids(self.mol)
        self.grids.level = 3
        self.grids.build()
        self.hartree, self.exact_exchange = self.coulomb(self.density)
        self.x_error = self.exchange_error("PBE,", self.density)
        self.corr = self.semilocal(",PBE", self.density)[0]

    def coulomb(self, density):
        """Hartree energy and exact exchange energy, from separate J and K."""
        vj, vk = scf.hf.get_jk(self.mol, density[0])
        return (0.5 * np.sum(vj * density[0]),
                -0.5 * np.sum(vk * density[0]))

    def semilocal(self, xc, density):
        """Energy and mean potential of a semilocal functional."""
        _, energy, potential = dft.numint.NumInt().nr_uks(
            self.mol, self.grids, xc, density)
        return energy, np.sum(potential[0] * density[0])

    def exchange_error(self, xc, density):
        return self.coulomb(density)[0] + self.semilocal(xc, density)[0]

    def kohn_sham(self, xc):
        ks = dft.UKS(self.mol)
        ks.xc = xc
        ks.grids = self.grids
        ks.conv_tol = 1e-10
        ks.max_cycle = 100
        if self.is_ion:
            ks.irrep_nelec = {"A1g": (1, 0)}
        return ks

    def self_consistent(self, xc):
        """Total energy, occupied orbital energy and density after SCF."""
        ks = self.kohn_sham(xc)
        total = ks.kernel(dm0=self.density)
        assert ks.converged
        occupied = np.asarray(ks.mo_occ[0]) > 0
        level = np.asarray(ks.mo_energy[0])[occupied][0]
        return total, level, np.asarray(ks.make_rdm1())

    def fixed_error(self, a):
        return (1 - a) * self.x_error + self.corr


def radial_exchange(weight, gradient_corrected):
    """Polarized exchange energy of weight*exp(-2r)/pi by radial quadrature."""
    kappa, mu = 0.804, 0.2195149727645171

    def integrand(r):
        doubled = 2 * weight * np.exp(-2 * r) / np.pi
        s = 1 / (3 * np.pi ** 2 * doubled) ** (1 / 3)
        factor = 1.0
        if gradient_corrected:
            factor = 1 + kappa - kappa / (1 + mu * s * s / kappa)
        return -0.5 * C_X * doubled ** (4 / 3) * factor * 4 * np.pi * r * r

    return quad(integrand, 0, 40, epsabs=1e-11, limit=200)[0]


distances = (1.06, 3.0, 10.0)
atom = OneElectron()
ions = {d: OneElectron(d / BOHR) for d in distances}
systems = {"H": atom}
systems.update({f"H2+ {d:.2f} A": ion for d, ion in ions.items()})

# The decomposition against complete hybrid energies and potentials.
for system in systems.values():
    assert abs(system.hartree + system.exact_exchange) < 1e-8
    x_pot = system.semilocal("PBE,", system.density)[1]
    c_pot = system.semilocal(",PBE", system.density)[1]
    for a, name in ((0.25, "PBE0"), (0.6, hybrid_name(0.6)),
                    (1.0, hybrid_name(1.0))):
        ks = system.kohn_sham(name)
        direct = ks.energy_tot(dm=system.density) - system.energy
        assert abs(direct - system.fixed_error(a)) < 1e-6
        veff = np.asarray(ks.get_veff(system.mol, system.density))[0]
        mean = np.sum(veff * system.density[0])
        predicted = (1 - a) * (2 * system.hartree + x_pot) + c_pot
        assert abs(mean - predicted) < 1e-6

# Hand formulas for hydrogen; tolerances cover the Gaussian basis and grid.
lsd_atom = -2 ** (1 / 3) * C_X * 27 / 64 * np.pi ** (-1 / 3)
assert abs(atom.energy + 0.5) < 1e-4
assert abs(atom.hartree - 5 / 16) < 3e-4
assert abs(lsd_atom - radial_exchange(1.0, False)) < 1e-8
assert abs(atom.semilocal("LDA,", atom.density)[0] - lsd_atom) < 3e-4
pbe_atom = radial_exchange(1.0, True)
assert abs(atom.semilocal("PBE,", atom.density)[0] - pbe_atom) < 3e-4
lyp = atom.semilocal(",LYP", atom.density)[0]
assert abs(lyp) < 1e-5

# Half an electron on each proton, against the molecular calculation.
far = ions[10.0]
repulsion = BOHR / (4 * 10.0)
lsd_limit = 5 / 32 + 2 ** (-1 / 3) * lsd_atom
pbe_limit = 5 / 32 + 2 * radial_exchange(0.5, True)
assert abs(far.energy + 0.5) < 2e-4
assert abs(far.hartree - 5 / 32 - repulsion) < 5e-4
assert abs(far.exchange_error("LDA,", far.density)
           - lsd_limit - repulsion) < 5e-4
assert abs(far.x_error - pbe_limit - repulsion) < 5e-4

# Cancellation in the atom, none in the stretched ion.
assert atom.x_error > 0 > atom.corr
assert abs(atom.fixed_error(0.25)) > abs(atom.fixed_error(0.0))
assert far.x_error < 0 and far.corr < 0

# Self-consistent energies obey the variational bound.
scf_results = {}
for label, system in systems.items():
    for a, name in ((0.0, "PBE"), (0.25, "PBE0")):
        result = system.self_consistent(name)
        scf_results[label, name] = result
        assert result[0] - system.energy <= system.fixed_error(a) + 1e-7

# Derivative of the self-consistent energy with respect to a.
step = 0.05
upper = atom.self_consistent(hybrid_name(0.25 + step))[0]
lower = atom.self_consistent(hybrid_name(0.25 - step))[0]
slope = (upper - lower) / (2 * step)
relaxed_x = atom.exchange_error("PBE,", scf_results["H", "PBE0"][2])
assert abs(slope + relaxed_x) < 1e-5

far_label = "H2+ 10.00 A"
far_errors = {name: scf_results[far_label, name][0] - far.energy
              for name in ("PBE", "PBE0")}
ratio = far_errors["PBE0"] / far_errors["PBE"]
assert far_errors["PBE"] < far_errors["PBE0"] < 0 and 0.5 < ratio < 1
atom_scf = {name: scf_results["H", name][0] - atom.energy
            for name in ("PBE", "PBE0")}
assert abs(atom_scf["PBE0"]) > abs(atom_scf["PBE"])
level_pbe = scf_results["H", "PBE"][1]
level_pbe0 = scf_results["H", "PBE0"][1]
assert atom.energy < level_pbe0 < level_pbe

print(f"Hartree energy unit: {EV:.6f} eV; bohr: {BOHR:.6f} angstrom")
print(f"H, analytic Hartree energy: {5 / 16 * EV:.4f} eV")
print(f"H, analytic local exchange: {lsd_atom * EV:.4f} eV")
print(f"H, local exchange error X: {(5 / 16 + lsd_atom) * EV:.4f} eV")
print(f"H, radial PBE exchange: {pbe_atom * EV:.4f} eV")
print(f"H, LYP correlation: {abs(lyp) * EV:.5f} eV (magnitude)")
for label, system in systems.items():
    print(f"{label}: reference energy {system.energy * EV:.4f} eV")
    print(f"  Hartree {system.hartree * EV:.4f} eV; "
          f"PBE X {system.x_error * EV:.4f} eV; "
          f"PBE E_c {system.corr * EV:.4f} eV")
    print(f"  fixed-density error: PBE {system.fixed_error(0) * EV:.4f}, "
          f"PBE0 {system.fixed_error(0.25) * EV:.4f}, "
          f"a=1 {system.fixed_error(1) * EV:.4f} eV")
    errors = [(scf_results[label, name][0] - system.energy) * EV
              for name in ("PBE", "PBE0")]
    print(f"  self-consistent error: PBE {errors[0]:.4f}, "
          f"PBE0 {errors[1]:.4f} eV")
print(f"H, cancelling fraction a0: {1 + atom.corr / atom.x_error:.3f}")
print(f"H, occupied level: reference {atom.energy * EV:.3f}, "
      f"PBE {level_pbe * EV:.3f}, PBE0 {level_pbe0 * EV:.3f} eV")
print(f"H, dE_scf/da at a=0.25: {slope * EV:.4f} eV")
print(f"H, -X at the PBE0 density: {-relaxed_x * EV:.4f} eV")
print(f"Split electron, R infinite: local X {lsd_limit * EV:.4f} eV, "
      f"PBE X {pbe_limit * EV:.4f} eV")
print(f"Split electron, 1/(4R) at 10 angstrom: {repulsion * EV:.4f} eV")
print(f"H2+ at 10 angstrom, SCF error ratio PBE0/PBE: {ratio:.3f}")
for name in ("PBE", "PBE0"):
    relative = scf_results[far_label, name][0] - scf_results["H", name][0]
    print(f"H2+ at 10 angstrom minus H and proton, {name}: "
          f"{relative * EV:.4f} eV = {relative:.5f} hartree")
print(f"Same difference, reference: {(far.energy - atom.energy) * EV:.4f} eV")
print("all tests passed")
```

Running it gives:

```
Hartree energy unit: 27.211386 eV; bohr: 0.529177 angstrom
H, analytic Hartree energy: 8.5036 eV
H, analytic local exchange: -7.2937 eV
H, local exchange error X: 1.2099 eV
H, radial PBE exchange: -8.3251 eV
H, LYP correlation: 0.00000 eV (magnitude)
H: reference energy -13.6056 eV
  Hartree 8.5035 eV; PBE X 0.1785 eV; PBE E_c -0.1626 eV
  fixed-density error: PBE 0.0159, PBE0 -0.0288, a=1 -0.1626 eV
  self-consistent error: PBE 0.0003, PBE0 -0.0360 eV
H2+ 1.06 A: reference energy -16.3962 eV
  Hartree 8.9907 eV; PBE X 0.0451 eV; PBE E_c -0.1982 eV
  fixed-density error: PBE -0.1531, PBE0 -0.1644, a=1 -0.1982 eV
  self-consistent error: PBE -0.1838, PBE0 -0.1798 eV
H2+ 3.00 A: reference energy -14.0158 eV
  Hartree 5.3950 eV; PBE X -1.2456 eV; PBE E_c -0.1082 eV
  fixed-density error: PBE -1.3538, PBE0 -1.0424, a=1 -0.1082 eV
  self-consistent error: PBE -1.5298, PBE0 -1.1410 eV
H2+ 10.00 A: reference energy -13.6060 eV
  Hartree 4.6119 eV; PBE X -2.2992 eV; PBE E_c -0.1039 eV
  fixed-density error: PBE -2.4030, PBE0 -1.8282, a=1 -0.1039 eV
  self-consistent error: PBE -2.5362, PBE0 -1.9036 eV
H, cancelling fraction a0: 0.089
H, occupied level: reference -13.606, PBE -7.594, PBE0 -9.130 eV
H, dE_scf/da at a=0.25: -0.1519 eV
H, -X at the PBE0 density: -0.1519 eV
Split electron, R infinite: local X -1.5372 eV, PBE X -2.6598 eV
Split electron, 1/(4R) at 10 angstrom: 0.3600 eV
H2+ at 10 angstrom, SCF error ratio PBE0/PBE: 0.751
H2+ at 10 angstrom minus H and proton, PBE: -2.5369 eV = -0.09323 hartree
H2+ at 10 angstrom minus H and proton, PBE0: -1.8681 eV = -0.06865 hartree
Same difference, reference: -0.0004 eV
all tests passed
```
